\section*{Marcus's outer-sphere reorganisation energy from two-step charging, part 2}

An electron passes from one ion to another in a polar liquid. The reorganisation energy $\lambda$ is the free energy lost afterwards, when the slow polarisation relaxes with the new charges held fixed. The ions are conducting spheres with radii $a_1,a_2$ and centre distance $R$, and the medium fills the space outside them. Their charges $z=(z_1,z_2)$, in units of $e$, are $z_R$ before the transfer and $z_P=z_R+d$ after it.

Fields and potentials are divided by $e$, and energies carry $e^2=2$ (lengths in bohr, energies in Ry). The displacement is $\mathbf D=\mathbf E+4\pi(\mathbf P_f+\mathbf P_s)$. The fast part $\mathbf P_f=\chi_f\mathbf E$ always follows the field; the slow part obeys $\mathbf P_s=\chi_s\mathbf E$ at equilibrium only. Here $4\pi\chi_f=\varepsilon_\infty-1$ and $4\pi\chi_s=\varepsilon_0-\varepsilon_\infty$, with $\varepsilon_0$ the static dielectric constant. Changes at frozen $\mathbf P_s$ obey $\delta\mathbf D=\varepsilon_\infty\,\delta\mathbf E$.

The vacuum field $\mathbf E^v[z]=-\nabla\phi$ has no divergence outside the spheres and flux $4\pi z_i$ from sphere $i$; $\phi$ is constant on each sphere, with values $\phi^v=Cz$, $C$ symmetric. With $\mathbf n$ pointing into the medium,
\begin{align}
\int\mathbf E^v[z]\cdot\mathbf E^v[z']\,dV
&=-\int\nabla\cdot\left(\phi\,\mathbf E^v[z']\right)dV \nonumber\\
&=\sum_i\phi^v_i\oint_i\mathbf E^v[z']\cdot\mathbf n\,dS
=4\pi\, z'\cdot Cz .
\label{eq:identity}
\end{align}
In the medium $\mathbf D=\mathbf E^v[z]$. The slow polarisation in equilibrium with $z_R$ is
\begin{equation}
\mathbf P_s=\frac{\chi_s}{\varepsilon_0}\,\mathbf E^v[z_R],
\qquad
4\pi\mathbf P_s=\left(1-\frac{\varepsilon_\infty}{\varepsilon_0}\right)\mathbf E^v[z_R].
\label{eq:Ps}
\end{equation}
Slow charging to $z_R$ costs
\begin{equation}
W_1=e^2\int_0^1 z_R\cdot\frac{C\,s z_R}{\varepsilon_0}\,ds
=\frac{e^2}{2\varepsilon_0}\,z_R\cdot Cz_R .
\label{eq:W1}
\end{equation}
With $\mathbf P_s$ then frozen, the potentials at charges $z$ and the work of going to $z_P$ are
\begin{equation}
\phi=\frac{Cz_R}{\varepsilon_0}+\frac{C(z-z_R)}{\varepsilon_\infty}.
\label{eq:phineq}
\end{equation}
\begin{align}
W_2&=e^2\int_0^1 d\cdot\left(\frac{Cz_R}{\varepsilon_0}+\frac{s\,Cd}{\varepsilon_\infty}\right)ds\nonumber\\
&=e^2\left(\frac{d\cdot Cz_R}{\varepsilon_0}+\frac{d\cdot Cd}{2\varepsilon_\infty}\right).
\label{eq:W2}
\end{align}
The equilibrium free energy of the products, and $\lambda$, are
\begin{equation}
G_{\rm eq}(z_P)=\frac{e^2}{2\varepsilon_0}\,z_P\cdot Cz_P .
\end{equation}
\begin{equation}
\lambda=W_1+W_2-G_{\rm eq}(z_P).
\label{eq:def}
\end{equation}
Expanding $z_P=z_R+d$ leaves $\lambda$ dependent on the charges only through $d$.

The example has $a_1=6$, $a_2=8$, $R=18$ bohr, $\varepsilon_\infty=2$, $\varepsilon_0=40$, $z_R=(2,3)$ and $z_P=(3,2)$.

\section{From the general form to two spheres}

\textbf{Q.} Before you go on, collect what we have.

\textbf{A.} Two conducting spheres with radii $a_1,a_2$ and centre distance $R$ carry charges $z_R$ before the transfer and $z_P=z_R+d$ after it. Fields and potentials are divided by $e$, and $e^2=2$ in Rydberg units. The medium has a fast polarisation $\mathbf P_f=\chi_f\mathbf E$ with $4\pi\chi_f=\varepsilon_\infty-1$, and a slow one $\mathbf P_s$, which at equilibrium is $\chi_s\mathbf E$ with $4\pi\chi_s=\varepsilon_0-\varepsilon_\infty$. The vacuum field of the spheres is $\mathbf E^v[z]$, their vacuum potentials are $Cz$, and $\int|\mathbf E^v[z]|^2dV=4\pi\,z\cdot Cz$. The work of the slow step is $W_1$, that of the fast step $W_2$. The reorganisation energy is
\begin{equation}
\lambda=\frac{e^2}{2}\left(\frac1{\varepsilon_\infty}-\frac1{\varepsilon_0}\right)d\cdot Cd .
\label{eq:start}
\end{equation}

\textbf{Q.} This is a formula with an unknown matrix in it. What is $C$?

\textbf{A.} For well separated spheres it is nearly
\begin{equation}
C^0=\begin{pmatrix}1/a_1&1/R\\ 1/R&1/a_2\end{pmatrix}.
\end{equation}
A single sphere with unit charge has the potential $1/a$ on its surface. At the other sphere its potential is $1/r$, with $r$ measured from the centre of the charged sphere. This function is harmonic in the region of the other sphere, so its mean over that sphere's surface is its value at the centre, $1/R$.

When $\Delta z$ electrons go from sphere 1 to sphere 2, the charges change by $d=\Delta z\,(1,-1)$. Then
\begin{equation}
d\cdot C^0d=\Delta z^2\left(\frac1{a_1}+\frac1{a_2}-\frac2R\right),
\end{equation}
where the two off-diagonal elements enter with the product $(+1)(-1)$. Inserting this in Eq.~\eqref{eq:start} and taking the factor $\tfrac12$ into the bracket gives
\begin{equation}
\lambda=e^2\Delta z^2\left(\frac1{2a_1}+\frac1{2a_2}-\frac1R\right)
\left(\frac1{\varepsilon_\infty}-\frac1{\varepsilon_0}\right).
\label{eq:marcus}
\end{equation}
This is Marcus's expression. With $e^2=2$ and lengths in bohr it gives $\lambda$ in Ry.

\textbf{Q.} Why does bringing the ions together lower $\lambda$?

\textbf{A.} The liquid has to adapt to the change of the field, and that is the field of two opposite charges. The closer they are, the more their fields cancel in the liquid. For $R\to\infty$ the cancellation is gone, and each ion contributes its own term $e^2\Delta z^2/2a_i$ times the dielectric factor.

\textbf{Q.} You used the mean potential on a surface where the potential is not constant. Is there any model for which Eq.~\eqref{eq:marcus} is more than an approximation?

\textbf{A.} There is. Take two thin shells with the charge spread uniformly and fixed so, and let the medium fill all space, the inside of the shells included. The vacuum field of the shells is a gradient everywhere, so the fields of both steps follow from it just as they did for the conductors. Charge is now added uniformly over a shell, so the work per charge is $e^2$ times the mean potential on the shell, and these means are given by $C^0$ without error. For this model Eq.~\eqref{eq:marcus} is exact. It is somewhat artificial, because the liquid enters the ions.

\textbf{Q.} Put numbers in, step by step.

\textbf{A.} I take round model parameters: $a_1=6$, $a_2=8$ and $R=18$ bohr, $\varepsilon_\infty=2$, $\varepsilon_0=40$, $z_R=(2,3)$ and $z_P=(3,2)$. One electron goes from sphere 1 to sphere 2. With $e^2/2=1$ the slow step costs
\begin{equation}
W_1=\frac1{40}\left(\frac{2^2}{6}+\frac{3^2}{8}+\frac{2\cdot2\cdot3}{18}\right)=0.0615\ \text{Ry}.
\end{equation}
In the fast step the potentials left by the reactants are proportional to
\begin{equation}
C^0z_R=\left(\frac26+\frac3{18},\ \frac2{18}+\frac38\right)=(0.5000,\ 0.4861)\ \text{bohr}^{-1}.
\end{equation}
They are nearly equal, so moving charge between them costs just $2\times0.0139/40=0.0007$ Ry. The bracket is
\begin{equation}
\frac1{12}+\frac1{16}-\frac1{18}=\frac{12+9-8}{144}=0.0903\ \text{bohr}^{-1},
\end{equation}
and the added charge costs $e^2/\varepsilon_\infty=1$ times this, $0.0903$ Ry. So $W_2=0.0910$ Ry, and with one more digit $W_1+W_2=0.06146+0.09097=0.15243$ Ry. The equilibrium free energy of the products is
\begin{equation}
G_{\rm eq}(z_P)=\frac1{40}\left(\frac{3^2}{6}+\frac{2^2}{8}+\frac{2\cdot3\cdot2}{18}\right)=0.0667\ \text{Ry}.
\end{equation}
The difference is $\lambda=0.15243-0.06667=0.0858$ Ry, or $1.17$ eV. Equation~\eqref{eq:marcus} gives the same directly: $2\times0.0903\times0.475=0.0858$ Ry.

The static constant matters little here. Letting $\varepsilon_0$ grow without limit would raise the dielectric factor from $0.475$ to $0.5$. For these constants the dielectric factor is set mainly by $\varepsilon_\infty$. The other factor is the bracket, in which the distance counts as well as the radii: $1/R=0.0556$ removes more than a third of $1/12+1/16=0.1458$ bohr$^{-1}$.

\textbf{Q.} I still distrust the charging. You moved charges about and called a leftover the energy of the polarisation. Can you find that energy in the medium itself?

\textbf{A.} Yes, with a free energy that treats both polarisations as variables:
\begin{equation}
G=e^2\int\left(\frac{E^2}{8\pi}+\frac{P_f^2}{2\chi_f}+\frac{P_s^2}{2\chi_s}\right)dV,
\quad \mathbf E=\mathbf D-4\pi(\mathbf P_f+\mathbf P_s).
\label{eq:functional}
\end{equation}
The last two terms in the integral are the costs of polarising the medium. To see that they are the right ones, vary the polarisations at fixed charges. The field term changes by
\begin{equation}
\int\frac{\mathbf E\cdot\delta\mathbf E}{4\pi}\,dV
=\int\frac{\mathbf E\cdot\delta\mathbf D}{4\pi}\,dV
-\int\mathbf E\cdot(\delta\mathbf P_f+\delta\mathbf P_s)\,dV .
\end{equation}
The integral with $\delta\mathbf D$ vanishes: $\mathbf E$ is minus the gradient of a potential constant on each sphere, and $\delta\mathbf D$ has neither divergence nor flux from the spheres, so the integration by parts used before leaves nothing. With the changes $\mathbf P_f\cdot\delta\mathbf P_f/\chi_f$ and $\mathbf P_s\cdot\delta\mathbf P_s/\chi_s$ of the other terms, $G$ is stationary for $\mathbf P_f=\chi_f\mathbf E$ and $\mathbf P_s=\chi_s\mathbf E$. These are the assumed responses. As $G$ is a sum of squares, the stationary point is a minimum.

\textbf{Q.} And where is $\lambda$ in it?

\textbf{A.} Keep the charges at $z_P$ and let $\mathbf P_s$ differ from its equilibrium value by $\mathbf p$. Just after the transfer, $\mathbf P_s$ belongs to $z_R=z_P-d$, so
\begin{equation}
\mathbf p=-\frac{\chi_s}{\varepsilon_0}\,\mathbf E^v[d].
\end{equation}
The displacement is $\mathbf E^v[z_P]$ both before and after relaxation. The field therefore differs from its equilibrium value by $\delta\mathbf E=-4\pi(\chi_f\,\delta\mathbf E+\mathbf p)$. Since $1+4\pi\chi_f=\varepsilon_\infty$, this means $\delta\mathbf E=-4\pi\mathbf p/\varepsilon_\infty$.

$G$ is quadratic and its linear change vanishes at the minimum, so the excess is Eq.~\eqref{eq:functional} with the differences inserted. The field and the fast polarisation together give
\begin{equation}
\frac{\delta E^2}{8\pi}+\frac{\chi_f\,\delta E^2}{2}
=\frac{\varepsilon_\infty\,\delta E^2}{8\pi}=\frac{2\pi p^2}{\varepsilon_\infty}.
\end{equation}
The slow polarisation gives $p^2/2\chi_s=2\pi p^2/(\varepsilon_0-\varepsilon_\infty)$. The sum is
\begin{align}
2\pi p^2\,\frac{\varepsilon_0}{\varepsilon_\infty(\varepsilon_0-\varepsilon_\infty)}
&=2\pi\,\frac{(\varepsilon_0-\varepsilon_\infty)^2}{16\pi^2\varepsilon_0^2}\,
\frac{\varepsilon_0}{\varepsilon_\infty(\varepsilon_0-\varepsilon_\infty)}\,\left|\mathbf E^v[d]\right|^2\nonumber\\
&=\frac1{8\pi}\left(\frac1{\varepsilon_\infty}-\frac1{\varepsilon_0}\right)\left|\mathbf E^v[d]\right|^2 .
\end{align}
Multiply by $e^2$ and integrate, using $\int|\mathbf E^v[d]|^2dV=4\pi\,d\cdot Cd$. The result is Eq.~\eqref{eq:start}. So $\lambda$ is the energy of the misfit between the slow polarisation and the new charges, spread over the liquid in proportion to the square of the changed field.

For the conducting spheres of the example, a volume integral of Eq.~\eqref{eq:functional} gives $0.14626$ Ry just after the transfer and $0.06521$ Ry after relaxation, hence $\lambda=0.0810$ Ry. The charging works found from line integrals of the field, $0.06049$ and $0.08577$ Ry, add up to the first of these numbers.

\textbf{Q.} But $0.0810$ is not $0.0858$. Which is right?

\textbf{A.} Each is right for its own model. The larger value belongs to uniform shells, the smaller to conductors, whose charge shifts over their surfaces. The sign of the difference can be shown. Let the charges $d$ sit on the two surfaces in vacuum. Compare the conductor distribution, whose potential $\phi_c$ is constant on each sphere, with one that differs from it by $\delta\sigma$ but has the same total charge on each sphere. Divided by $e^2$, the energy is
\begin{equation}
U=\tfrac12\,d\cdot Cd+\int\phi_c\,\delta\sigma\,dS+\frac1{8\pi}\int|\delta\mathbf E|^2dV .
\end{equation}
The middle term vanishes, since $\phi_c$ is constant wherever the total of $\delta\sigma$ is zero. The last term is positive. Uniform shells are one such distribution, with $U=\tfrac12\,d\cdot C^0d$. Hence $d\cdot Cd<d\cdot C^0d$, and Eq.~\eqref{eq:marcus} overestimates $\lambda$ for conducting spheres.

\textbf{Q.} By how much?

\textbf{A.} Take $\Delta z=1$. At large $R$ each sphere sits in the field $F=1/R^2$ of the other. A surface charge $3p\cos\theta/4\pi a^3$ on a sphere of radius $a$ has the dipole moment $p$ and the surface potential $p\cos\theta/a^2$. Half the integral of their product, with $\int\cos^2\theta\,dS=4\pi a^2/3$, is its own energy $p^2/2a^3$. The field adds $-pF$. The sum is lowest at $p=a^3F$, where it equals $-a^3F^2/2$. For the two spheres together the bracket changes by
\begin{equation}
-\frac{a_1^3+a_2^3}{2R^4}.
\label{eq:correction}
\end{equation}
The next terms are smaller. A quadrupole is driven by the gradient of the field, of order $R^{-3}$, and lowers the energy by an amount of order $R^{-6}$. The two induced dipoles, each of order $R^{-2}$, interact with an energy of order $R^{-7}$. The computed remainder between $R=200$ and $400$ bohr falls off with the power $6.04$.

At $R=18$ bohr, Eq.~\eqref{eq:correction} gives $-0.0035$ bohr$^{-1}$, while the full change is $-0.0050$ bohr$^{-1}$. At this distance the first correction accounts for about 70\% of the whole. Over a range of distances, with the same radii and dielectric constants, the values are:
\begin{center}
\begin{tabular}{cccc}
$R$ (bohr) & $\lambda$, Eq.~\eqref{eq:marcus} (Ry) & $\lambda$, conductors (Ry) & excess (\%)\\
15 & 0.0752 & 0.0609 & 23.6\\
18 & 0.0858 & 0.0810 & 5.8\\
24 & 0.0990 & 0.0977 & 1.2\\
36 & 0.1122 & 0.1119 & 0.2
\end{tabular}
\end{center}
The excess is relative to the conductor value. The spheres touch at 14 bohr. With 1 bohr between the surfaces the simple bracket is a poor description of conductors; with 10 bohr between them it is good to about one per cent.

\textbf{Q.} Real ions are not metal balls. Suppose the charge is fixed inside a cavity that the liquid does not enter. Does anything survive?

\textbf{A.} The two steps do, but the product form no longer holds exactly. The field then depends on the contrast between the cavity and the liquid, so the displacement changes with $\varepsilon$. Let $K(\varepsilon)$ be the symmetric matrix that gives the mean potentials on the two charge distributions when the liquid has the constant $\varepsilon$. Changes at frozen $\mathbf P_s$ still obey $\delta\mathbf D=\varepsilon_\infty\delta\mathbf E$ in the liquid, so the potentials in the fast step are $K(\varepsilon_0)z_R+K(\varepsilon_\infty)(z-z_R)$. The integrals and the completion of the square run as before, with $K(\varepsilon_0)$ in place of $C/\varepsilon_0$ and $K(\varepsilon_\infty)$ in place of $C/\varepsilon_\infty$:
\begin{equation}
\lambda=\frac{e^2}{2}\,d\cdot\left[K(\varepsilon_\infty)-K(\varepsilon_0)\right]d .
\end{equation}
For conductors $K=C/\varepsilon$, and Eq.~\eqref{eq:start} returns. For charges at the centres of spherical cavities far apart, the field outside each cavity is nearly radial, so its flux fixes $D\approx z/r^2$ whatever $\varepsilon$ is, and Eq.~\eqref{eq:marcus} returns as the leading term at large $R$. The correction is again of order $R^{-4}$, but it need not have the sign found for conductors. For empty cavities (dielectric constant 1 inside) with the radii, distance and constants of the example, $\lambda=0.0865$ Ry, about one per cent above Eq.~\eqref{eq:marcus}. The overestimate shown above belongs to conducting spheres only.

\textbf{Q.} And what lies outside even this form?

\textbf{A.} Whatever breaks its assumptions. Bond lengths within the ions and their first shells of bound molecules may change on transfer; that costs a further, inner-sphere energy, which is not included. Close to a small ion the liquid is neither linear nor local, since the field is strong and varies over the size of a molecule. The example itself lies in this range. For $z=3$ at $a=6$ bohr, Eq.~\eqref{eq:Ps} asks for a slow polarisation of about $0.95\times3/(4\pi\cdot36)=0.0063$ $e$/bohr$^2$, or $0.36$ C/m$^2$. Complete alignment of the permanent dipoles (number density times gas-phase dipole moment) gives about $0.2$ C/m$^2$ in water and less in common organic solvents. The numbers above therefore describe the linear model, and for real ions of this size and charge $\lambda$ need not be independent of the charges. The radii then stand for more than geometry, and because $\lambda$ contains $1/2a_i$, an uncertainty in them passes directly into the result. In the example, the $0.06$ eV between the two models of the spheres is a difference between two idealisations, and it does not measure the error for a real pair of ions.

\section*{Table of computed values}
\begin{verbatim}
radius a1 = 6.0 bohr, radius a2 = 8.0 bohr
centre distance R = 18.0 bohr
eps_inf = 2.0, eps_0 = 40.0 (no unit)
reactant charges = [2. 3.] e, product charges = [3. 2.] e
1/(2 a1) = 0.083333 1/bohr
1/(2 a2) = 0.062500 1/bohr
1/R = 0.055556 1/bohr
bracket, simple formula = 0.090278 1/bohr
1/eps_inf - 1/eps_0 = 0.475000 (no unit)
Simple formula, coefficients 1/a1, 1/a2, 1/R:
  slow charging work W1 = 0.061458 Ry
  fast step, part from reactant potentials = 0.000694 Ry
  fast step, part from added charge = 0.090278 Ry
  fast charging work W2 = 0.090972 Ry
  total W1 + W2 = 0.152431 Ry
  equilibrium free energy of products = 0.066667 Ry
  lambda = 0.085764 Ry = 1.1669 eV
Conducting spheres, multipole solution:
  C11 = 0.160406, C22 = 0.122614, C12 = 0.056196 1/bohr
  W1 by line integrals = 0.060487 Ry
  W2 by line integrals = 0.085773 Ry
  nonequilibrium functional = 0.146260 Ry
  equilibrium functional = 0.065212 Ry
  lambda from functional = 0.081049 Ry
  lambda from d.C.d = 0.081049 Ry = 1.1027 eV
  lambda of reverse transfer = 0.081049 Ry
first correction to bracket = -0.003467 1/bohr
full correction to bracket = -0.004963 1/bohr
decay order of remainder, R = 200 to 400 bohr: 6.040
R (bohr), lambda simple (Ry), lambda conductors (Ry), excess (%)
   15.0  0.075208  0.060850  23.596
   18.0  0.085764  0.081049  5.818
   24.0  0.098958  0.097739  1.248
   36.0  0.112153  0.111935  0.195
   72.0  0.125347  0.125334  0.010
\end{verbatim}
